# Capture Times of Oxide Traps: Tunnelling Depth and Lattice Relaxation

**Q:** An electron reaches an oxide trap by tunnelling, and the tunnelling probability falls exponentially with distance. A trap that captures in a nanosecond must be shallow, and one that takes a second must be deep. Why not read the depth directly from the capture time?

**A:** Let us see what that picture predicts when the oxide is heated. Measure energies from the reservoir's Fermi energy. Under a barrier of height $\Phi$, an electron of energy $E$ and mass $m$ obeys

$$-\frac{\hbar^2}{2m}\psi''+\Phi\psi=E\psi,\qquad \psi\propto e^{-\kappa x},\qquad \kappa(E)=\frac{\sqrt{2m(\Phi-E)}}{\hbar}.$$

A short-range trap at depth $x$ couples to reservoir state $k$ with a matrix element $V_k\propto\psi_k(x)$. The electronic width $\Gamma(E)=2\pi\sum_k|V_k|^2\delta(E-\varepsilon_k)$ therefore carries the squared amplitude:

$$\Gamma(E,x)=\hbar\nu_0e^{-2\kappa(E)x}.$$

I take the prefactor $\nu_0$ as constant, which treats the tunnelling as one-dimensional. At a planar electrode, electrons also move parallel to the surface; summing over that motion makes the prefactor fall roughly as $1/x$, a much weaker dependence than the exponential, which I leave out. If the lattice does not respond to the charge, the electron must have the trap energy $E_T$. The golden rule sums over filled reservoir states for capture and empty ones for emission:

$$k_c=\frac{\Gamma(E_T,x)}{\hbar}f(E_T),\qquad k_e=\frac{\Gamma(E_T,x)}{\hbar}[1-f(E_T)],$$

where $f(E)=1/(e^{\beta E}+1)$ and $\beta=1/k_BT$. This assumes weak coupling, $\Gamma\ll k_BT$, and leaves out spin degeneracy. For a level many $k_BT$ from the Fermi energy, $\Gamma$ must also be small compared with $|E_T|e^{-|E_T|/k_BT}$; otherwise the tail of the broadened level is no longer negligible beside the small thermal factor. Adding the rates gives

$$k_c+k_e=\Gamma(E_T,x)/\hbar .$$

With the barrier and the trap level held fixed, this sum does not depend on temperature.

**Q:** The sum does not, but $f(E_T)$ does. If the level lies above the Fermi energy, few electrons are available, and heating supplies more. That is thermally activated capture without any lattice.

**A:** Yes, so elastic capture can be activated. Now look at both directions. Define the local activation energy as $-d\ln k/d\beta$. Since $\ln f=-\ln(1+e^{\beta E_T})$ and $\ln(1-f)=-\ln(1+e^{-\beta E_T})$,

$$-\frac{d\ln k_c}{d\beta}=\frac{E_Te^{\beta E_T}}{1+e^{\beta E_T}}=E_T(1-f),\qquad
-\frac{d\ln k_e}{d\beta}=-\frac{E_Te^{-\beta E_T}}{1+e^{-\beta E_T}}=-E_Tf .$$

For $E_T\ne0$ these have opposite signs. If heating speeds up one process, it slows the other, perhaps only slightly. A trap whose capture and emission both accelerate strongly on heating does not fit one-step elastic exchange with fixed parameters.

**Q:** What does the lattice add? The electron still has to cross the same barrier.

**A:** It does, and that factor stays. But the atoms around the trap have different equilibrium positions when it is empty and when it is filled. Represent them by one harmonic mode of frequency $\omega$, the same in both charge states:

$$H_{\rm empty}=\hbar\omega\,a^\dagger a,\qquad
H_{\rm filled}=E_T+\hbar\omega(a^\dagger-\sqrt S)(a-\sqrt S).$$

I drop the common zero-point energy. Here $E_T$ is the difference between the two lowest vibrational levels. Placing the electron on the trap with the atoms still at the empty equilibrium costs $E_T+S\hbar\omega$, so $\lambda=S\hbar\omega$ is the relaxation energy and $S$ the Huang–Rhys factor.

Suppose capture takes the mode from level $m$ of the empty trap to level $n$ of the filled one. Energy conservation reads $E+m\hbar\omega=E_T+n\hbar\omega$, so $E=E_T+p\hbar\omega$ with $p=n-m$. If $V_k$ does not depend on the atomic positions, the matrix element is $V_k$ times a vibrational overlap. Let $P_m$ be the thermal probability of level $m$. The rates become

$$k_c=\frac1\hbar\sum_pW_p\,\Gamma(E_T+p\hbar\omega)f(E_T+p\hbar\omega),$$

$$k_e=\frac1\hbar\sum_pW_p\,\Gamma(E_T-p\hbar\omega)[1-f(E_T-p\hbar\omega)],$$

$$W_p=\sum_mP_m|\langle\widetilde{m+p}|m\rangle|^2,$$

where the tilde marks vibrational states of the filled trap. Emission has the same $W_p$ because it displaces an identical oscillator by the same distance in the opposite direction. Its electron leaves with $p\hbar\omega$ less energy because the lattice takes up $p$ quanta. The mode is assumed to equilibrate between events, and $\Gamma\ll\hbar\omega$.

**Q:** Can $W_p$ be found without summing overlaps by hand?

**A:** Use its generating function. Let $N=a^\dagger a$ and $D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}$. Since $D(\sqrt S)\,a\,D^\dagger(\sqrt S)=a-\sqrt S$, the displaced number operator is $\tilde N=D(\sqrt S)ND^\dagger(\sqrt S)$. Hence

$$\sum_pW_pe^{ip\theta}=\langle e^{-i\theta N}e^{i\theta\tilde N}\rangle
=\langle D(\sqrt S e^{-i\theta})D(-\sqrt S)\rangle,$$

because $e^{-i\theta N}a^\dagger e^{i\theta N}=e^{-i\theta}a^\dagger$. Two displacements combine as $D(\alpha)D(\gamma)=D(\alpha+\gamma)e^{(\alpha\gamma^*-\alpha^*\gamma)/2}$; here the last factor is $e^{iS\sin\theta}$. A thermal oscillator is Gaussian, so $\langle D(\eta)\rangle=e^{-|\eta|^2(\bar n+1/2)}$, with $\bar n=1/(e^{\beta\hbar\omega}-1)$. The total displacement has $|\eta|^2=S|e^{-i\theta}-1|^2=2S(1-\cos\theta)$. Therefore

$$\sum_pW_pe^{ip\theta}=e^{iS\sin\theta-S(2\bar n+1)(1-\cos\theta)}
=e^{-S(2\bar n+1)+S(\bar n+1)e^{i\theta}+S\bar ne^{-i\theta}} .$$

Expand the last two exponentials and collect $e^{ip\theta}$. For $p\ge0$,

$$W_p=e^{-S(2\bar n+1)}\sum_{j\ge0}\frac{[S(\bar n+1)]^{j+p}(S\bar n)^j}{(j+p)!\,j!}.$$

The series $I_p(z)=\sum_j(z/2)^{2j+p}/[j!(j+p)!]$ and $(\bar n+1)/\bar n=e^{\beta\hbar\omega}$ turn this into

$$W_p=e^{-S(2\bar n+1)+p\beta\hbar\omega/2}I_{|p|}(z),\qquad z=2S\sqrt{\bar n(\bar n+1)}.$$

The same collection for $p<0$ gives the form with $|p|$. Overlaps of numerically diagonalized oscillators confirm this formula. For $S=0$ only $p=0$ survives, and the elastic rates return.

**Q:** Does this respect equilibrium? I could imagine the phonons making both rates larger in some arbitrary way.

**A:** The formula gives $W_{-p}=e^{-p\beta\hbar\omega}W_p$. Replace $p$ by $-p$ in the emission sum, write $E_p=E_T+p\hbar\omega$, and use $1-f(E_p)=e^{\beta E_p}f(E_p)$:

$$k_e=\frac1\hbar\sum_pe^{-p\beta\hbar\omega}W_p\Gamma(E_p)e^{\beta(E_T+p\hbar\omega)}f(E_p)=e^{\beta E_T}k_c .$$

The ratio of the two times fixes $E_T$ and contains neither depth nor $\lambda$. The elastic rates have the same ratio. What the lattice changes is the common scale.

**Q:** Where is the energy barrier in that scale?

**A:** Take $\hbar\omega\to0$ at fixed $\lambda$ and temperature, and set $\theta=\hbar\omega s$. Since $2\bar n+1\to2k_BT/\hbar\omega$, the exponent of the generating function tends to $i\lambda s-\lambda k_BTs^2$. This describes a Gaussian distribution of the energy $\epsilon=E-E_T$ given to the lattice:

$$F(\epsilon)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\epsilon-\lambda)^2}{4\lambda k_BT}\right].$$

The capture sum becomes $\hbar^{-1}\int dE\,\Gamma(E)f(E)F(E-E_T)$. Put $E=yk_BT$, $b=\lambda+E_T$ and $\alpha=b/(2\lambda)$. The exponent is then

$$-\frac{(E-b)^2}{4\lambda k_BT}=-\frac{b^2}{4\lambda k_BT}+\alpha y-\frac{k_BT}{4\lambda}y^2 .$$

For a wide reservoir and $\lambda\gg k_BT$, drop the last term and evaluate $\Gamma$ at the Fermi energy. This leaves $J=\int_{-\infty}^{\infty}e^{\alpha y}/(e^y+1)\,dy$. Closing the contour along $y+2\pi i$ encloses the pole at $i\pi$, so $J(1-e^{2\pi i\alpha})=-2\pi ie^{i\pi\alpha}$ and $J=\pi/\sin\pi\alpha$. It converges for $0<\alpha<1$, that is, $|E_T|<\lambda$. Dropping the quadratic term requires more: $\lambda-|E_T|\gg\sqrt{\lambda k_BT}$. Also, $\Gamma$ must vary little over the energies that contribute. With $\pi k_BT/\sqrt{4\pi\lambda k_BT}=\sqrt{\pi k_BT/4\lambda}$,

$$k_c\simeq\frac{\Gamma(0,x)}{\hbar}\sqrt{\frac{\pi k_BT}{4\lambda}}\,
\frac{e^{-(\lambda+E_T)^2/(4\lambda k_BT)}}{\sin\pi\alpha}.$$

For emission, reverse the sign of $E_T$, also inside $\alpha$. The first factor is electronic tunnelling; the exponential is the chance that the atoms reach a configuration where the electron can transfer without a mismatch in energy. With an electron at the Fermi energy and a scaled coordinate $u$, the two energies are $\lambda u^2$ and $E_T+\lambda(u-1)^2$. They cross at $u=(\lambda+E_T)/2\lambda$, at height $(\lambda+E_T)^2/4\lambda$.

**Q:** How large is the effect for a trap close to the electrode?

**A:** Take round model parameters: a metallic gate as a wide reservoir, $\Phi=3$ eV, $m=0.4\,m_e$, $\nu_0=10^{13}\ \mathrm{s^{-1}}$, $x=1$ nm, $E_T=-0.1$ eV, $\lambda=2$ eV and $\hbar\omega=0.05$ eV, so $S=40$. At the Fermi energy $\kappa=5.61\ \mathrm{nm^{-1}}$, and the tunnelling factor is $e^{-11.22}=1.3\times10^{-5}$.

| Time | Elastic, 300 K | Elastic, 400 K | Relaxing, 300 K | Relaxing, 400 K |
|---|---:|---:|---:|---:|
| Capture (s) | $9.2\times10^{-9}$ | $9.5\times10^{-9}$ | 0.69 | 0.017 |
| Emission (s) | $4.4\times10^{-7}$ | $1.7\times10^{-7}$ | 33 | 0.31 |

At 300 K relaxation slows capture by $0.687/(9.21\times10^{-9})\approx7.5\times10^7$. Between the two temperatures, the elastic activation energies are $-0.003$ eV for capture and $0.097$ eV for emission. With relaxation they are $0.383$ and $0.483$ eV: both processes are activated, and the difference is still $|E_T|=0.1$ eV.

**Q:** The classical barriers are $1.9^2/8=0.451$ eV and $2.1^2/8=0.551$ eV. Why are your activation energies smaller?

**A:** The vibration is quantized, and $\hbar\omega$ is not small compared with $k_BT=0.0259$ eV. The case $E_T=0$ shows the effect. Write $f(p\hbar\omega)=e^{-p\beta\hbar\omega/2}/[2\cosh(p\beta\hbar\omega/2)]$. The numerator cancels the corresponding factor in $W_p$, leaving weights $e^{-S(2\bar n+1)}I_{|p|}(z)$. Since $\sum_pI_{|p|}(z)=e^z$ and $z=S/\sinh(\beta\hbar\omega/2)$, their total is

$$\exp\left[-S\,\frac{\cosh(\beta\hbar\omega/2)-1}{\sinh(\beta\hbar\omega/2)}\right]
=\exp\left[-S\tanh\frac{\beta\hbar\omega}{4}\right].$$

The remaining hyperbolic cosine supplies a prefactor. Classically the exponent would be $-S\beta\hbar\omega/4=-\lambda/4k_BT$. Since $\tanh v<v$ for $v>0$, the quantum exponential is larger. Its contribution to the activation energy is $(\lambda/4)\,\mathrm{sech}^2(\beta\hbar\omega/4)$, below $\lambda/4$: between 300 and 400 K it gives 0.42 eV against 0.50 eV, a drop of 0.08 eV. The factor $\sqrt T$ in the classical rate adds about $k_BT/2\approx0.015$ eV to its slope, so the classical capture value at $E_T=-0.1$ eV is 0.466 eV, which is 0.083 eV above 0.383 eV. At 300 K the exponents differ by $40(0.484-0.449)\approx1.4$, a factor of about 4. The full calculation at $E_T=-0.1$ eV gives 4.1 for the ratio of quantum to classical capture rates. For a much slower mode, 0.005 eV, the classical formula is within 3% of the phonon sum at both temperatures. An error of a few percent remains as the mode is made slower still, because the closed formula drops the quadratic term and the energy dependence of $\Gamma$.

**Q:** Then must activation disappear when the oxide is cold enough?

**A:** For the downhill process, yes. As $T\to0$, $\bar n\to0$ and $W_p\to e^{-S}S^p/p!$ for $p\ge0$. If $E_T<0$, capture keeps the finite channels with $p\hbar\omega<|E_T|$; one exactly at the Fermi energy counts half. The atoms then pass between configurations through zero-point overlap. Emission remains uphill and freezes out as $e^{-|E_T|/k_BT}$ relative to capture.

**Q:** Suppose I ignore all this and convert the measured times to a depth anyway.

**A:** Use the sum of rates, which removes the occupation factor from the elastic formula:

$$x_{\rm app}=\frac{1}{2\kappa(0)}\ln\frac{\nu_0}{k_c+k_e}.$$

At 300 K the sum is $1/0.687+1/32.9=1.49\ \mathrm{s^{-1}}$, so $x_{\rm app}=29.54/11.22=2.63$ nm. At 400 K the same trap appears at 2.30 nm. It has remained at 1 nm. A rigid trap would give 1.02 nm at both temperatures; the small excess arises because $\kappa$ is evaluated at the Fermi energy instead of 0.1 eV below it.

**Q:** Perhaps depth hardly matters, then, and relaxation sets the time.

**A:** That would discard the other factor. Moving this trap 0.1 nm deeper slows capture by 3.07, in line with $e^{2(5.61)(0.1)}$. But compare it with a second trap at 1.6 nm with $\lambda=1$ eV, the other parameters being unchanged. The second tunnelling factor is smaller by $1.335\times10^{-5}/(1.587\times10^{-8})\approx840$, yet its capture time at 300 K is 0.056 s, shorter by a factor of 12. Its smaller relaxation energy more than repays the extra distance. One time constant cannot determine both $x$ and $\lambda$.

**Q:** Both sets of rates came from the golden rule. Is there evidence that the lattice opens the transition, and not just the approximation?

**A:** There is, for a small model rather than the $S=40$ trap above. Consider a trap half a phonon quantum below the edge of an empty flat band $3\hbar\omega$ wide, with $S=0.8$, $\Gamma=0.02\hbar\omega$ and one quantum already in the mode. The departures from the golden rule quoted next grow roughly in proportion to $\Gamma/\hbar\omega$. Solving the coupled electron–phonon motion directly, without the golden rule, shows emission when the mode is displaced by the charge; the decay rate agrees with the overlap formula to 0.3%. With the same vibrational energy but $S=0$, the trap is still 98.9% filled at the end of the run. Vibrational energy is of no use to the electron unless the two are coupled.

**Q:** Can I use the metallic-gate numbers for a silicon channel?

**A:** Not unchanged. In a semiconductor gap $\Gamma(E)=0$, so a rigid trap aligned with the gap has no elastic exchange at all, and a relaxing one must use band states. The phonon sums and the ratio $k_c/k_e=e^{-\beta E_T}$ survive, but the wide-reservoir formula does not. Several modes, unequal frequencies or an intermediate trap state would also change the rates. In a biased device, a uniform oxide field tilts the barrier and shifts $E_T$ relative to the reservoir in proportion to depth, so the ratio of times then depends on depth through $E_T$. The numerical output below lists the values for the metallic case.

## Computed results

```
barrier above Fermi energy: 3.0 eV; mass: 0.4 m_e
attempt rate nu0: 1.0e+13 1/s
trap A: depth 1.0 nm, lam 2.0 eV, level -0.10 eV
phonon quantum: 0.050 eV; Huang-Rhys factor A: 40
kB T at 300 K: 0.02585 eV; at 400 K: 0.03447 eV
kappa at Fermi energy: 5.612 1/nm
tunnelling factor exp(-2 kappa x), A: 1.335e-05
300 K elastic capture time: 9.209e-09 s
300 K elastic emission time: 4.407e-07 s
300 K elastic sum of rates: 1.1086e+08 1/s
300 K multiphonon capture time: 6.868e-01 s
300 K multiphonon emission time: 3.287e+01 s
300 K emission/capture time ratio: 47.85
400 K elastic capture time: 9.516e-09 s
400 K elastic emission time: 1.731e-07 s
400 K elastic sum of rates: 1.1086e+08 1/s
400 K multiphonon capture time: 1.696e-02 s
400 K multiphonon emission time: 3.085e-01 s
400 K emission/capture time ratio: 18.19
elastic Arrhenius energy, capture: -0.0034 eV
elastic Arrhenius energy, emission: 0.0966 eV
multiphonon Arrhenius energy, capture: 0.383 eV
multiphonon Arrhenius energy, emission: 0.483 eV
classical barrier, capture: 0.451 eV
classical barrier, emission: 0.551 eV
classical capture time at 300 K: 2.823e+00 s
classical emission time at 300 K: 1.351e+02 s
quantum/classical capture rate at 300 K: 4.11
largest classical error for a 0.005 eV mode: 2.8 %
capture slowdown for 0.1 nm more depth: 3.07
apparent elastic depth at 300 K: 2.632 nm
apparent elastic depth at 400 K: 2.299 nm
apparent depth if the trap were rigid: 1.017 nm
trap B: depth 1.6 nm, lam 1.0 eV, same level and phonon
tunnelling factor B: 1.587e-08
trap B capture time at 300 K: 5.600e-02 s
capture rate B / capture rate A: 12.3
dynamics/golden rule, 1 quantum: 1.0024
dynamics/golden rule, 2 quanta: 1.0030
rigid trap, 1 quantum, still filled: 0.9890
```
